# Reaction energy along the mixing line of two contacting phases

## The situation and the quantity wanted

Two solids A and B are pressed together and can exchange atoms across their contact. Products may form there, but nothing fixes in advance how much of each reactant is consumed. Different ratios can give different products and release different energies. The task is to find the energy released at every ratio, and the ratio at which it is largest, from a finite list of phases with known compositions and energies.

Let there be $K$ elements. Phase $i$ has a vector $c_i$ of atom fractions, whose components are nonnegative and sum to one, and an energy $e_i$ per atom. The list contains A, B and all pure elements. Let $x$ be the fraction of atoms supplied by A, with $c_A\ne c_B$. The overall composition is

$$c(x)=x c_A+(1-x)c_B,\qquad 0\le x\le1 .$$

If $\lambda_i$ is the fraction of atoms that ends up in phase $i$, the lowest product energy is

$$E_h(c)=\min\Big\{\sum_i\lambda_i e_i:\ \lambda_i\ge0,\ \sum_i\lambda_i c_i=c\Big\}.$$

Summing the components of the mass balance gives $\sum_i\lambda_i=1$. The allowed amounts therefore form a closed bounded set, which is not empty because the elements are available, and the minimum is attained. The reaction energy per atom is

$$D(x)=E_h(c(x))-x e_A-(1-x)e_B .$$

Negative $D$ means energy released. Leaving A and B unreacted is one allowed choice, so $D\le0$.

The model is closed and static: no element is exchanged with a reservoir, and temperature, pressure, strain, interface energy and reaction rates are left out. $D$ measures a driving force. It does not say whether the reaction proceeds in an accessible time.

Formation energies may replace total energies. If $v\cdot c_i$ is added to every $e_i$, the product energy changes by $\sum_i\lambda_i v\cdot c_i=v\cdot c(x)$, and the reactant energy changes by $x v\cdot c_A+(1-x)v\cdot c_B$, which is the same number. $D$ is unchanged.

## Convexity

Let $\lambda$ be optimal for $c$ and $\lambda'$ for $c'$. For $0\le t\le1$ the amounts $t\lambda+(1-t)\lambda'$ are nonnegative and have composition $tc+(1-t)c'$. They are allowed there, though perhaps not optimal, so

$$E_h(tc+(1-t)c')\le tE_h(c)+(1-t)E_h(c').$$

Since $c(x)$ is affine in $x$, $E_h(c(x))$ is convex in $x$. Subtracting the affine reactant energy preserves this, so $D$ is convex.

## Piecewise linearity

First, some optimal product set has linearly independent compositions. Suppose the phases in use are dependent, $\sum_i\gamma_i c_i=0$ with $\gamma\ne0$. Summing components gives $\sum_i\gamma_i=0$, so $\gamma$ has entries of both signs. Choose its overall sign so that $\sum_i\gamma_i e_i\le0$. Replace $\lambda$ by $\lambda+s\gamma$ and raise $s$ from zero until the first amount vanishes. The composition is kept, the energy has not risen, and one phase has gone. Repetition ends with an independent set of at most $K$ phases.

Now fix an independent set $S$ and let $C_S$ be the matrix whose columns are its compositions. The equation $C_S\lambda=c(x)$ is solvable for no $x$, for one $x$, or for every $x$. Where it is solvable,

$$\lambda_S(x)=(C_S^TC_S)^{-1}C_S^Tc(x),$$

which is affine in $x$. The conditions $\lambda_S(x)\ge0$ then select a closed interval, possibly a point or empty. There are finitely many sets $S$, so the ends of all these intervals cut $[0,1]$ into finitely many cells.

Inside an open cell each $S$ is feasible everywhere or nowhere. There $D$ is the minimum of finitely many affine functions $f_S$, hence concave. It is also convex, hence affine.

Continuity at the cell ends remains. At an interior point $x_0$ of the cell some $S$ has $f_S(x_0)=D(x_0)$. The affine function $f_S-D$ is nonnegative on the cell and zero at an interior point, so it vanishes throughout. The interval of $S$ is closed and includes a cell end $x_1$, which gives $D(x_1)\le f_S(x_1)=\lim D$. Conversely, for $x'$ in the cell, convexity gives

$$D((1-t)x_1+tx')\le(1-t)D(x_1)+tD(x'),$$

and $t\to0$ yields $\lim D\le D(x_1)$. The two values agree. Thus $D$ is continuous, convex and piecewise linear on $[0,1]$.

The finite list is essential. A solution phase with a continuously variable composition can give a curved $D$.

## Facets, slopes and kinks

Plot each phase at its composition and energy. A lower facet of the convex hull of these points lies on a plane with no phase below it. Because the atom fractions sum to one, the constant term of the plane can be absorbed into the coefficients, and the plane reads $e=\mu\cdot c$. The components of $\mu$ are the chemical potentials of the elements, and

$$\mu\cdot c_i\le e_i\ \text{for all }i,\qquad \mu\cdot c_i=e_i\ \text{at the facet vertices}.$$

For any allowed products, $\sum_i\lambda_i e_i\ge\sum_i\lambda_i\mu\cdot c_i=\mu\cdot c$, with equality if only facet vertices are used. Hence $E_h=\mu\cdot c$ over the projection of the facet into composition space.

Define the energies released per atom when each reactant is converted at these chemical potentials,

$$r_A=e_A-\mu\cdot c_A\ge0,\qquad r_B=e_B-\mu\cdot c_B\ge0 .$$

Inserting $E_h=x\mu\cdot c_A+(1-x)\mu\cdot c_B$ into $D$ gives

$$D(x)=-x r_A-(1-x)r_B,\qquad D'(x)=r_B-r_A .$$

The slope is constant as long as the line stays in one facet, so a kink requires leaving it. On leaving, a product amount reaches zero. The converse fails: two neighbouring facets may be coplanar, and then the crossing leaves the slope unchanged.

## Where the minimum lies

An affine piece has its least value at one of its ends, so a minimum of $D$ always exists at a kink or at an endpoint. The endpoint values are

$$D(1)=-h_A,\qquad D(0)=-h_B,$$

where $h_A=e_A-E_h(c_A)$ and $h_B=e_B-E_h(c_B)$ are the distances above the hull. If both reactants are stable, both values vanish. If $D$ is also not identically zero, its minimum is negative and lies at an interior kink. If the bottom is flat, every ratio on the flat piece is equally good, and the whole interval should be reported. With unstable reactants this interval may reach $x=0$ or $x=1$.

A metastable reactant can release energy by decomposing alone. Substituting $e_A=E_h(c_A)+h_A$ and the same for B separates this part:

$$D(x)=-xh_A-(1-x)h_B+D_c(x),$$
$$D_c(x)=E_h(c(x))-xE_h(c_A)-(1-x)E_h(c_B).$$

$D_c$ is the part that needs contact. It is convex, vanishes at both ends, and has the same kinks as $D$, because the two differ by an affine function. Their minima may lie at different kinks, so an implementation should state which one it reports.

## Algorithm

For a facet with $K$ vertices, solve the mass balance at $x=0$ and $x=1$. The amounts in between are

$$\lambda_j(x)=\lambda_j(0)+x[\lambda_j(1)-\lambda_j(0)].$$

A positive slope makes $\lambda_j\ge0$ a lower bound on $x$, and a negative slope makes it an upper bound. Both bounds equal $-\lambda_j(0)/[\lambda_j(1)-\lambda_j(0)]$.

```
input: compositions c[i], energies e[i], reactants A, B
H = convex hull of points (first K-1 entries of c[i], e[i]/scale)
nodes = empty list
for each facet F of H whose outward normal points to lower energy:
    skip F if its vertex compositions are dependent
    solve sum_j p[j] c[j] = c[B]        # amounts at x = 0
    solve sum_j q[j] c[j] = c[A]        # amounts at x = 1
    lo, hi = 0, 1
    for each vertex j:
        s = q[j] - p[j]
        if |s| < tol:  reject F if p[j] < -tol
        elif s > 0:    lo = max(lo, -p[j]/s)
        else:          hi = min(hi, -p[j]/s)
    if F not rejected and hi - lo > merge_tol:
        solve mu . c[j] = e[j] for the vertices of F
        for x in (lo, hi):
            append (x, mu . c(x) - x e[A] - (1-x) e[B]) to nodes
sort nodes by x and merge coincident ones
return nodes and the node(s) of least D
```

The hull step needs points that do not all lie on one plane. If they do, $e_i=v\cdot c_i$ for all $i$ and $D=0$ everywhere; this case must be caught beforehand. Otherwise the lower facets project onto the whole composition simplex, so their closed intervals cover $[0,1]$. Dropping intervals that are single points loses nothing: the remaining finite union is closed and misses at most finitely many points, hence none. With a finite merge tolerance, pieces shorter than the tolerance can be lost.

## A ternary example

The elements X, Y, Z and their compounds form a model with round parameters; no real material is implied. Energies are in millihartree (mHa) per atom. The reactants are XY at $-6$ and YZ₃ at $-4$. Competing phases are X₂Z at $-22$, XZ at $-24$, XZ₂ at $-21$, and the elements at zero. A further compound XYZ, at $-13$, lies 3 above the hull. With A = XY and B = YZ₃,

$$c(x)=\left(\frac{x}{2},\ \frac{1+x}{4},\ \frac{3(1-x)}{4}\right).$$

Take the facet Y, XZ, XZ₂. The X and Z balances are

$$\tfrac12\lambda_{XZ}+\tfrac13\lambda_{XZ_2}=\tfrac{x}{2},\qquad
\tfrac12\lambda_{XZ}+\tfrac23\lambda_{XZ_2}=\tfrac{3(1-x)}{4}.$$

Subtracting the first from the second gives $\lambda_{XZ_2}/3=(3-5x)/4$. Back substitution and the sum rule then give

$$\lambda_{XZ_2}=\frac{9-15x}{4},\quad
\lambda_{XZ}=\frac{7x-3}{2},\quad
\lambda_Y=\frac{1+x}{4}.$$

These are nonnegative for $3/7\le x\le3/5$. At the upper end XZ₂ disappears, and at the lower end XZ does.

The chemical potentials follow from the vertices. Y gives $\mu_Y=0$, XZ gives $\mu_X+\mu_Z=-48$, and XZ₂ gives $\mu_X+2\mu_Z=-63$. Hence $\mu_Z=-15$ and $\mu_X=-33$, and

$$r_A=-6+\tfrac{33}{2}=10.5,\qquad r_B=-4+\tfrac{45}{4}=7.25 .$$

The slope is $7.25-10.5=-3.25$. More XY still lowers the energy, because XY releases more per atom than YZ₃.

Beyond $x=0.6$ the products are Y, X₂Z and XZ. Now $2\mu_X+\mu_Z=-66$ and $\mu_X+\mu_Z=-48$, so $\mu_X=-18$ and $\mu_Z=-30$. This gives $r_A=3$, $r_B=18.5$ and slope $+15.5$. The chemical potential $\mu_X$ has risen from $-33$ to $-18$, which lowers $r_A$, while $\mu_Z$ has fallen from $-15$ to $-30$, which raises $r_B$. Now YZ₃ releases more per atom than XY, and replacing YZ₃ by XY no longer pays. The slope changes sign at $x=0.6$, where

$$D=-0.6(10.5)-0.4(7.25)=-9.2\ \text{mHa/atom},$$

or about $-250$ meV/atom. The other crossings are higher: $D=-8.64$ at $x=0.4286$ and $-6.88$ at $x=0.75$. The reaction at the minimum is

$$3\,\mathrm{XY}+\mathrm{YZ_3}\to3\,\mathrm{XZ}+4\,\mathrm{Y}.$$

The two outer pieces describe a trace of one reactant in an excess of the other. Near $x=0$ the stable YZ₃ is itself a product, so $r_B=0$ and $D=-xr_A$. The slope $-20.17$ therefore means that a little XY in much YZ₃ releases 20.17 mHa per atom of XY. Near $x=1$, a little YZ₃ in much XY releases 27.5 mHa per atom of YZ₃. These numbers are counted per atom of the scarce reactant, whereas 9.2 is counted per atom of the whole mixture. In the same units, the reaction at $x=0.6$ releases $9.2/0.6=15.3$ mHa per atom of XY, or $9.2/0.4=23.0$ mHa per atom of YZ₃. The remaining differences come from the products: XZ₂ forms when YZ₃ is in excess and X₂Z when XY is, instead of XZ.

## The ratio depends on the normalization

Let the formula units contain $n_A$ and $n_B$ atoms, and let $m$ be the molar fraction of A formula units. One formula unit of mixture has

$$N=mn_A+(1-m)n_B\ \text{atoms},\qquad x=\frac{mn_A}{N}.$$

Multiplying $D=-xr_A-(1-x)r_B$ by $N$ gives, on each facet,

$$ND=-mn_Ar_A-(1-m)n_Br_B,\qquad \frac{d(ND)}{dm}=n_Br_B-n_Ar_A .$$

So $ND$ is piecewise linear in $m$. It is also convex: every facet plane satisfies $\mu\cdot c\le E_h(c)$, with equality on its own facet, so $ND$ is the largest of the affine functions belonging to the facets, and a maximum of affine functions is convex.

The sign test now weighs $r_A$ and $r_B$ by atoms per formula unit, and it can select another kink. Here $n_A=2$ and $n_B=4$. On the facet Y, XZ, XZ₂ the slope in $m$ is $4(7.25)-2(10.5)=+8$, whereas the slope in $x$ was negative. On the facet before it, $r_B=0$ and $r_A=20.17$, so the slope in $m$ is $-2(20.17)$, which is negative. The minimum of $ND$ is therefore where these two facets meet, at $m=0.6$, with $-24.2$ mHa per formula unit of mixture. The per-atom optimum, at $m=0.75$, has $-23.0$. The reaction favoured by this count is

$$3\,\mathrm{XY}+2\,\mathrm{YZ_3}\to3\,\mathrm{XZ_2}+5\,\mathrm{Y}.$$

Writing a reactant with a doubled formula changes its $n$ and may change the selected ratio. The per-atom choice does not depend on how formulas are written.

Mixing the conventions, by plotting energy per atom against molar fraction, spoils the shape. Differentiating $x=mn_A/N$ twice gives

$$\frac{dx}{dm}=\frac{n_A[N-m(n_A-n_B)]}{N^2}=\frac{n_An_B}{N^2},\qquad
\frac{d^2x}{dm^2}=-\frac{2n_An_B(n_A-n_B)}{N^3}.$$

On one piece $d^2D/dm^2=D'(x)\,d^2x/dm^2$. For $n_A<n_B$ this is negative wherever $D'(x)<0$, so the curve bends above its chord. At $m=0.3$ the curve is at $-3.56$ and the chord from $m=0$ to $m=0.6$ at $-4.32$ mHa/atom. Linear interpolation between crossings is valid for $D$ against $x$ and for $ND$ against $m$, but not here.

## An independent certificate

If only the minimum is wanted, the ratio can be optimized together with the products:

$$\min_{\lambda,a,b\ge0}\ \sum_i\lambda_ie_i-ae_A-be_B,$$
$$\sum_i\lambda_ic_i=ac_A+bc_B,\qquad a+b=1 .$$

For fixed $a=x$ the minimum over $\lambda$ is $D(x)$, so the joint minimum is $\min_xD(x)$. This linear program needs no hull. It has $K+1$ equations, and a vertex solution uses at most $K+1$ nonzero variables. If $a$ and $b$ are both positive, at most $K-1$ products remain. This is the loss of a product at a facet boundary, seen from the other side.

For the example it returns $x=0.6$ and $-9.2$ mHa/atom, as clipping does. In 30 random four-element systems, with reactants allowed to be unstable, the clipped curve and its minimum agreed with linear programs within $10^{-5}$ mHa/atom. The minimizer returned was interior in 16 of them.

## Cost

Clipping needs one factorization of a $K\times K$ matrix per facet, so $F$ lower facets cost $O(FK^3)$. For three elements $F$ is small. Let $M$ phases be the vertices of a triangulation with $F$ triangles, $E$ edges and $b$ boundary edges. Counting triangle sides gives $3F+b=2E$, and Euler's relation is $M-E+F=1$. Eliminating $E$ gives $F=2M-2-b\le2M-5$.

With more elements the worst-case number of facets grows much faster, as $M^{\lfloor K/2\rfloor}$ at fixed $K$, and building the hull can dominate. One hull serves all reactant pairs. For a single pair in a system of many elements, the joint program avoids the hull altogether; it has one variable for each listed phase, stable or not, and two more for the reactants.

## Stability and failure modes

**Line inside a boundary.** A barycentric amount may be zero all along the line, and rounding can make it slightly negative. The tolerance in the constant-amount branch prevents rejection. XYZ against Y is such a case, since the line lies on the edge joining Y and XZ. There $D=-3x$, so the minimum is at the endpoint $x=1$. It is pure decomposition of XYZ, and $D_c=0$.

**Coplanar facets.** If XZ is raised to $-21.5$, the mean of its neighbours X₂Z and XZ₂, the slope jump at $x=0.6$ vanishes. A hull code may keep or drop XZ as a vertex; $D$ is the same either way. Kinks should be identified by slope changes, not by counting crossings.

**Missing phases.** Adding a phase enlarges the set of allowed products and can only lower $E_h$. With fixed reactant energies, an incomplete list therefore underestimates the energy released, $-D$, or leaves it unchanged. This does not carry over to $D_c$ when a reactant is unstable, because a missing phase also raises $E_h(c_A)$ or $E_h(c_B)$. For XYZ against YZ₃ the minimum of $D_c$, at $x=9/13$, is $-2.23$ mHa/atom with XZ in the list and $-3.38$ without it.

**Energy errors.** Let every $e_i$ be wrong by at most $\delta$. Since the amounts sum to one, $E_h$ and the reactant energy each change by at most $\delta$, so $D$ changes by at most $2\delta$. Let $x_*$ minimize the true $D$ and $\tilde x$ the perturbed $\tilde D$. Then

$$D(\tilde x)\le\tilde D(\tilde x)+2\delta\le\tilde D(x_*)+2\delta\le D(x_*)+4\delta .$$

The computed ratio thus lies where $D$ is within $4\delta$ of its minimum. Treat the example's curve as the true one and take $\delta=0.1$ mHa/atom. The window extends $0.4/3.25=0.12$ to the left of $x=0.6$ and $0.4/15.5=0.03$ to the right, and it contains no other crossing. Crossing positions depend only on compositions as long as the line meets the same facets. Errors this small do not change the facets here, so the computed ratio stays at $x=0.6$. Larger errors can make it jump to the crossing at $x=3/7$, where $D$ is only 0.56 mHa/atom higher. The energies at neighbouring crossings should therefore be reported with the minimum.

## Table of computed values

```
Formation energy and distance above hull (mHa/atom)
  X: 0.0, 0.000
  Y: 0.0, 0.000
  Z: 0.0, 0.000
  XY: -6.0, 0.000
  YZ3: -4.0, 0.000
  X2Z: -22.0, 0.000
  XZ: -24.0, 0.000
  XZ2: -21.0, 0.000
  XYZ: -13.0, 3.000
Facets crossed: x interval, products, slope (mHa/atom)
  0.0000-0.4286: Y+YZ3+XZ2, -20.1667
  0.4286-0.6000: Y+XZ+XZ2, -3.2500
  0.6000-0.7500: Y+X2Z+XZ, 15.5000
  0.7500-1.0000: Y+XY+X2Z, 27.5000
Crossings: x, D (mHa/atom), slope jump (mHa/atom)
  0.428571, -8.6429, 16.9167
  0.600000, -9.2000, 18.7500
  0.750000, -6.8750, 12.0000
Reactions at crossings, per one YZ3 formula unit
  1.50 XY + YZ3 -> 1.50 XZ2 + 2.50 Y
  3.00 XY + YZ3 -> 3.00 XZ + 4.00 Y
  6.00 XY + YZ3 -> 3.00 X2Z + 7.00 Y
Best atom fraction of XY: 0.600000
Minimum D: -9.2000 mHa/atom = -250.34 meV/atom
Joint linear program: x=0.600000, D=-9.2000 mHa/atom
  product atom fraction Y: 0.4000
  product atom fraction XZ: 0.6000
Crossings: molar fraction m, N*D (mHa/formula unit)
  0.600000, -24.2000
  0.750000, -23.0000
  0.857143, -15.7143
Best m per atom: 0.7500
Best m per formula unit: 0.6000
D at m=0.300: -3.5588; chord: -4.3214 mHa/atom
XYZ/Y minimum: x=1.0000, D=-3.0000 mHa/atom
Coplanar case: e(XZ)=-21.50 mHa/atom
  slope jump at x=0.6000: 0.0000 mHa/atom
Random systems: 30; interior minima: 16
Random tests agree within 1e-05 mHa/atom
```
